# Murphy–Good thermal factor and the failure of its linearized tunnelling exponent

A calculation of gate current through an oxide at raised temperature can follow either of two common procedures: multiply the zero-temperature field-emission current by a closed factor, or integrate numerically over electron energy. The factor is

$$\frac{J(F,T)}{J(F,0)}=\frac{\pi p}{\sin\pi p},\qquad p=\frac{kT}{d},\qquad 0<p<1, \tag{1}$$

where $d$ is the energy over which the tunnelling probability grows by a factor $\mathrm e$. The sine vanishes at $p=1$. The choice depends on what that zero means, and on how far from it the factor is still accurate.

## The barrier and its exponent

Gaussian units are used, with $e>0$. Energies are measured from the emitter's Fermi level. The insulator has a parabolic band of mass $m$, and the barrier under a field $F$ is

$$V(x)=\varphi-eFx-\frac{c}{x},\qquad c=\frac{e^2}{4\kappa}.$$

The last term is the image energy, with $\kappa$ the fast permittivity. An electron of normal energy $W$ meets a barrier of height $h=\varphi-W$. Its semiclassical exponent is

$$G(W)=\frac{2\sqrt{2m}}{\hbar}\,I,\qquad I=\int_{x_1}^{x_2}\!\sqrt{V-W}\,dx .$$

The turning points solve $h-eFx-c/x=0$:

$$x_{2,1}=\frac{h(1\pm s)}{2eF},\qquad s=\sqrt{1-y^2},\qquad y=\frac{\sqrt{e^3F/\kappa}}{h}.$$

**Slope.** The integrand of $I$ vanishes at both ends, so differentiating the limits adds nothing and $dI/dW=-A/2$, with $A=\int dx/\sqrt{V-W}$. Write $V-W=eF(x_2-x)(x-x_1)/x$ and substitute $x=x_2-(x_2-x_1)\sin^2\theta$. The factor $\sin\theta\cos\theta$ from $dx$ cancels the one from the square root, leaving

$$A=2\sqrt{\frac{x_2}{eF}}\,E(M),\qquad M=\frac{x_2-x_1}{x_2}=\frac{2s}{1+s}.$$

Here $E(M)=\int_0^{\pi/2}\sqrt{1-M\sin^2\theta}\,d\theta$, and $K(M)$ is the integral of the inverse root. Since $\sqrt{x_2/eF}=(\sqrt h/eF)\sqrt{(1+s)/2}$,

$$-G'(W)=\frac{2\sqrt{2mh}}{\hbar eF}\,t,\qquad t=\sqrt{\frac{1+s}{2}}\,E(M). \tag{2}$$

**Value.** Integrating $I$ by parts gives $2I=\int(eFx-c/x)\,dx/\sqrt{V-W}$. By definition $I=\int(h-eFx-c/x)\,dx/\sqrt{V-W}$. Adding removes the term in $x$:

$$3I=hA-2cB,\qquad B=\int_{x_1}^{x_2}\frac{dx}{x\sqrt{V-W}}=\frac{2K(M)}{\sqrt{eFx_2}},$$

where $B$ follows from the same substitution. Because $x_1x_2=c/eF$, we have $2c/x_2=2eFx_1=h(1-s)$. Therefore

$$G=\frac{4\sqrt{2m}\,h^{3/2}}{3\hbar eF}\,v,\qquad v=\sqrt{\frac{1+s}{2}}\,[E-(1-s)K]. \tag{3}$$

**Curvature.** From (2), with $dh=-dW$ and $dy/dh=-y/h$,

$$G''=\frac{\sqrt{2m}}{\hbar eF\sqrt h}\left(t-2y\frac{dt}{dy}\right).$$

Using $dE/dM=(E-K)/2M$ and $dM/ds=2/(1+s)^2$,

$$\frac{dt}{ds}=\sqrt{\frac{1+s}{2}}\;\frac{(1+s)E-K}{2s(1+s)} .$$

Multiply by $y\,ds/dy=-(1-s^2)/s$ to obtain $y\,dt/dy$. Then

$$t-2y\frac{dt}{dy}=\sqrt{\frac{1+s}{2}}\;\frac{s^2E+(1-s^2)E-(1-s)K}{s^2}=\frac{v}{s^2}.$$

At the Fermi level, where $h=\varphi$, define $b=G(0)$, $1/d=-G'(0)$ and $g=G''(0)$. The result is

$$g=\frac{\chi}{2\varphi d},\qquad \chi=\frac{v}{t(1-y^2)} . \tag{4}$$

Both $v$ and $t$ are positive below the barrier top, so $G$ is convex there. Its tangent lies below it, and linearization overestimates $\mathrm e^{-G}$ on both sides of the Fermi level. Without the image term, $y\to0$ and $t=v=\chi=1$.

## First derivation: sum over normal energy

Let the emitter be deep, the collector return no electrons, and the transverse wavevector $\mathbf k_t$ be conserved. At fixed $\mathbf k_t$, $v_x\,dk_x=dE/\hbar$. With two spins,

$$J=2e\int\!\frac{d^2k_t}{(2\pi)^2}\int\!\frac{dE}{2\pi\hbar}\,f(E)\,D\!\left(E-\frac{\hbar^2k_t^2}{2m}\right).$$

The mass in $D$ is that of the insulator, since the transverse energy to be subtracted is the one the electron has inside the barrier. Setting $W=E-\hbar^2k_t^2/2m$ at fixed $E$ gives $d^2k_t\to(2\pi m/\hbar^2)\,dW$. Integrating first over $E>W$,

$$J=\frac{em}{2\pi^2\hbar^3}\int dW\,kT\ln\!\left(1+\mathrm e^{-W/kT}\right)D(W). \tag{5}$$

The emitter mass has dropped out, provided the emitter is deep enough to supply every transverse state that matters.

Now linearize: $D=\mathrm e^{-b+W/d}$. At $T=0$ the logarithmic supply becomes $-W$ for $W<0$ and zero above. Since $\int_{-\infty}^0(-W)\mathrm e^{W/d}dW=d^2$, and (2) gives $d^2=\hbar^2e^2F^2/(8m\varphi t^2)$,

$$J(F,0)=\frac{em\,d^2}{2\pi^2\hbar^3}\mathrm e^{-b}=\frac{e^3F^2}{16\pi^2\hbar\varphi t^2}\,\mathrm e^{-b}. \tag{6}$$

At finite temperature put $u=W/kT$. The integral in (5) is $(kT)^2\mathrm e^{-b}L(p)$, with

$$L(p)=\int_{-\infty}^{\infty}\ln(1+\mathrm e^{-u})\,\mathrm e^{pu}du=\frac1p\int_{-\infty}^{\infty}\frac{\mathrm e^{pu}}{1+\mathrm e^u}du\equiv\frac{Q}{p}.$$

The boundary term of this integration by parts behaves as $|u|\mathrm e^{pu}$ on the left and as $\mathrm e^{-(1-p)u}$ on the right. It vanishes for $0<p<1$.

To find $Q$, compare the integral along the real axis with the one along the line raised by $2\pi i$. The integrand there is multiplied by $\mathrm e^{2\pi ip}$, and the vertical sides vanish for the same range of $p$. The enclosed pole at $u=i\pi$ has residue $-\mathrm e^{i\pi p}$, so

$$(1-\mathrm e^{2\pi ip})Q=-2\pi i\,\mathrm e^{i\pi p}\quad\Rightarrow\quad Q=\frac{\pi}{\sin\pi p}.$$

Thus $L=\pi/(p\sin\pi p)$. Dividing $(kT)^2L$ by $d^2$ gives $p^2L=\pi p/\sin\pi p$, which is (1).

## Second derivation: average over filling levels

The same factor follows without resolving the normal energy. Write the Fermi function as a superposition of sharp steps:

$$f(E)=\int_E^\infty\left[-f'(\mu)\right]d\mu .$$

The current is linear in the occupation. Hence

$$J(F,T)=\int_{-\infty}^{\infty}\left[-f'(\mu)\right]\mathcal J(\mu)\,d\mu, \tag{7}$$

where $\mathcal J(\mu)$ is the zero-temperature current through the same barrier when the emitter is filled to $\mu$. Assume that near the true Fermi level

$$\mathcal J(\mu)=\mathcal J(0)\,\mathrm e^{\mu/d}. \tag{8}$$

Use the occupation $z=f(\mu)$ as the integration variable. Then $-f'd\mu=-dz$ and $\mathrm e^{\mu/kT}=(1-z)/z$, so

$$\frac{J(F,T)}{J(F,0)}=\int_0^1\left(\frac{1-z}{z}\right)^{p}dz=\Gamma(1+p)\Gamma(1-p)=\frac{\pi p}{\sin\pi p}.$$

The second equality is the beta integral with $\Gamma(2)=1$. The third is the reflection formula. Convergence fails at $z\to0$ when $p\ge1$, and this end belongs to the almost empty states far above the Fermi level.

Equation (7) also gives a low-temperature result that needs no exponential law. Expanding $\mathcal J$ about $\mu=0$ and using $\int(-f')\mu^2d\mu=\pi^2(kT)^2/3$,

$$J(F,T)\simeq J(F,0)+\frac{\pi^2(kT)^2}{6}\mathcal J''(0),\qquad \mathcal J''(0)=\frac{em}{2\pi^2\hbar^3}D(0). \tag{9}$$

The last relation follows by differentiating $\mathcal J(\mu)=(em/2\pi^2\hbar^3)\int_{-\infty}^{\mu}(\mu-W)D(W)\,dW$ twice. To this order the absolute thermal rise depends on the transmission at the Fermi level alone, and not on the curvature of its exponent.

## What each derivation assumes

The first derivation assumes conserved transverse momentum, a single parabolic barrier mass and an exponential $D(W)$. In return it delivers the absolute current (6).

The second assumes the exponential law (8) for an already integrated current. It would hold equally for an anisotropic barrier mass, if $d$ were taken from the logarithmic slope of $\mathcal J$. It gives a ratio only; the absolute current must come from elsewhere. It also requires the barrier to stay fixed while the filling level is varied in thought.

For an exactly exponential $D$ the two slopes coincide. For a curved exponent they differ slightly, because $\mathcal J$ averages over states below the Fermi level.

Both need the exponential to hold over the whole range of energies that carries current, and both diverge at $p=1$ for the same reason. Far above the Fermi level the occupation falls as $\mathrm e^{-W/kT}$ while the linearized transmission rises as $\mathrm e^{W/d}$. At $p=1$ the product no longer decays. A real transmission cannot exceed one, so the divergence belongs to the approximation.

## Where the linearization fails

Keep the next term, $G\simeq b-W/d+gW^2/2$, and expand $\mathrm e^{-gW^2/2}$ to first order. Relative to the linearized current, the loss is

$$\delta=\frac{g(kT)^2}{2}\,\frac{L''(p)}{L(p)} .$$

With $(\ln L)'=-1/p-\pi\cot\pi p$ and $L''/L=[(\ln L)']^2+(\ln L)''$,

$$\delta=\frac{g(kT)^2}{2}\left[\frac{2}{p^2}+\frac{2\pi\cot\pi p}{p}+\pi^2\cot^2\pi p+\frac{\pi^2}{\sin^2\pi p}\right]. \tag{10}$$

There are two limits.

- As $p\to0$, $\cot\pi p\to1/\pi p$ and the bracket tends to $6/p^2$, so $\delta\to3gd^2=3\chi d/2\varphi$. This error exists at zero temperature, where the sine factor equals one and gives no warning.
- As $p\to1$, the bracket tends to $2/(1-p)^2$, so $\delta\to g(kT)^2/(1-p)^2$.

By (4), $g(kT)^2=\chi p\,kT/2\varphi$. The linearized factor therefore requires, near the zero,

$$1-p\gg\sqrt{\frac{\chi kT}{2\varphi}}, \tag{11}$$

together with $3gd^2\ll1$ and a barrier top well above the energies that carry current. A value of $1-p$ comparable with the right side of (11) is thus a sufficient sign of failure, but not a necessary one.

## Through the zero

The divergence comes from the tail $\ln(1+\mathrm e^{-u})\to\mathrm e^{-u}$ at $u>0$. Its linearized contribution to $L$ is $1/(1-p)$. Remove it and put back the same tail with the quadratic exponent. With $a=1/kT-1/d=(1-p)/kT$, completing the square gives

$$\int_0^\infty \mathrm e^{-aW-gW^2/2}dW=\sqrt{\frac{\pi}{2g}}\;\mathrm{erfcx}\!\left(\frac{a}{\sqrt{2g}}\right),\qquad \mathrm{erfcx}(z)=\mathrm e^{z^2}\mathrm{erfc}(z).$$

The current divided by (6) becomes

$$\Theta=p^2\left[\frac{\pi}{p\sin\pi p}-\frac1{1-p}\right]+\frac{kT}{d^2}\sqrt{\frac{\pi}{2g}}\;\mathrm{erfcx}\!\left(\frac{1-p}{kT\sqrt{2g}}\right). \tag{12}$$

The bracket is the integral that remains after the tail $\mathrm e^{-u}$ at $u>0$ is removed from the supply. Its integrand falls as $\mathrm e^{-(2-p)u}$, so it converges for $0<p<2$, and by analytic continuation the bracket keeps its form through $p=1$ and beyond. Near $p=1$, $\sin\pi p\simeq\pi(1-p)$, so the bracket tends to $1/p\to1$. With $d=kT$ and (4), the value at the zero is finite:

$$\Theta(p=1)=1+\sqrt{\frac{\pi\varphi}{\chi kT}} . \tag{13}$$

For $p>1$ the integrand $\mathrm e^{-W/kT-G(W)}$ has a maximum inside the barrier at $-G'(W^*)=1/kT$, as long as this energy lies below the barrier top. By convexity $-G'$ decreases with $W$ from $1/d$, so no such point exists above the Fermi level when $p<1$. The zero of the sine marks the field at which this stationary point crosses the Fermi level, the formal onset of thermal-field emission. The current itself moves upward continuously, and much of it has left the Fermi level before the zero is reached. Equation (12) serves near the zero; farther on, the exponent should be expanded about $W^*$ or integrated in full.

## An oxide capacitor

Take a metal gate on 15 nm of silicon dioxide, with $\varphi=3.2$ eV, $m=0.42$ electron masses and $\kappa=2.1$. In the comparisons below, "full" means (5) with the unexpanded exponent and $D=1/(1+\mathrm e^{G})$.

At 10 MV/cm, $b=22.8$, $d=0.0828$ eV and $g=1.79\ \mathrm{eV^{-2}}$. At 400 K,

$$p=\frac{0.03447}{0.08281}=0.416,\qquad \frac{\pi p}{\sin\pi p}=1.354 .$$

The linearized current is $5.66\times10^{-3}\times1.354=7.67\times10^{-3}\ \mathrm{A/cm^2}$; the full one is $7.46\times10^{-3}\ \mathrm{A/cm^2}$. The loss is 2.7 %, against 2.9 % from (10).

The loss is larger at lower temperature: 2.9 % at 300 K and 3.4 % at $T=0$. Equation (9) explains the trend. The absolute deficit is mostly present at zero temperature, and the thermal rise adds current that curvature hardly affects, so the relative deficit shrinks. At this field the sine would vanish only at about 960 K.

At fixed $T=400$ K, lowering the field reduces $d$ and moves $p$ through one. The last three columns are currents divided by the linearized zero-temperature current (6):

| Field (MV/cm) | $p$ | Sine factor | Full | Eq. (12) |
|---|---|---|---|---|
| 10.0 | 0.416 | 1.35 | 1.32 | 1.35 |
| 6.0 | 0.690 | 2.62 | 2.55 | 2.57 |
| 5.0 | 0.827 | 5.02 | 4.58 | 4.60 |
| 4.5 | 0.918 | 11.3 | 8.2 | 8.3 |
| 4.0 | 1.032 | −32 | 26.8 | 27.6 |

Equation (12) brings little gain at 10 MV/cm, since it corrects only the tail above the Fermi level, while the error there comes mainly from states below it.

The zero lies at 4.13 MV/cm, where $\chi=0.974$. Equation (13) gives $1+\sqrt{3.2\pi/(0.974\times0.03447)}=18.3$; the full factor is 18.0. The width in (11) is 0.072. The loss reaches 10 % already at 4.93 MV/cm, where $p=0.84$ and $1-p=2.4\,kT\sqrt g$. At 300 K the zero is at 3.09 MV/cm and the 10 % point at 3.61 MV/cm, with nearly the same multiple, 2.5.

Past the zero, at 3.8 MV/cm and 400 K, $p=1.09$ and the integrand peaks 0.50 eV above the Fermi level, where $-G'=1/kT$. At 5 MV/cm it peaks at 0.02 eV. The shift is gradual: the share of the current carried more than $3kT$ above the Fermi level is 4 % at 10 MV/cm, 42 % at 5 MV/cm, 60 % at 4.5 MV/cm and 78 % at the zero, where half of the current flows above 0.29 eV. Beyond the zero, (12) exceeds the full integral by 3 % at 4.0, 7 % at 3.8 and 23 % at 3.5 MV/cm.

A barrier of 1.0 eV at 5 MV/cm and 77 K shows the silent failure. The sine factor is 1.014, yet the linearized current is too high by an amount equal to 7.8 % of itself. Almost all of this is curvature: with $D=\mathrm e^{-G}$, which has no saturation, the figure is 7.7 %.

The semiclassical exponent was also compared with a numerical solution of the Schrödinger equation at 10 MV/cm, for an emitter 10 eV deep with the oxide's mass and no reflection at the anode. The transmission at the Fermi level is 1.09 times $\mathrm e^{-b}$, a prefactor that depends on the assumed emitter, and its logarithmic slope is 0.98 of $1/d$. The ratio $J(400\ \mathrm K)/J(0)$ is 1.348, against 1.365 from the full semiclassical integral and 1.354 from the sine. For an emitter 5 eV deep the prefactor becomes 1.45 and the ratio 1.350. Near the sine zero the energy dependence of the prefactor matters much more: the same ratio is 4.46 against a semiclassical 4.66 at 5 MV/cm, and 16.4 against 18.2 at 4.13 MV/cm (both divided here by their own, not the linearized, zero-temperature current).

## Beside a real oxide

The barrier, mass and permittivity are rough typical values for silicon dioxide, and 10 MV/cm is a severe field, close to breakdown. Several effects left out exceed the few per cent at issue in the linearization.

- **Barrier drift.** The computed rise from 300 to 400 K is 15 %. A barrier falling by about 0.12 meV/K would produce nearly the same rise; an assumed 0.2 meV/K would multiply the 400 K current by 1.28. A measured temperature dependence therefore does not isolate the sine factor unless the drift is known.
- **Oxide dispersion.** A two-band relation with a 9 eV gap and the same edge mass lowers $b$ to 20.7, raises the exponential by a factor of about 9, and reduces the 400 K sine factor to 1.23. A mass fitted with a parabolic band already absorbs part of this change.
- **Trapped charge.** The field changes by 0.46 MV/cm across a sheet of $10^{12}$ electrons per $\mathrm{cm^2}$ (for a static permittivity of 3.9). If the barrier field fell by this full amount, the 400 K current would drop to 0.28 of its value. This is a limiting estimate: at fixed gate voltage, a sheet at distance $x$ from the emitter in an oxide of thickness $L$ lowers the field on the emitter side only by the fraction $1-x/L$ of that amount, and a sheet closer than about 3 nm lies inside the tunnelling path and raises the field over the rest of it. In the 15 nm oxide the factor is then lowest, about 0.38, for a sheet near 3 nm; it is 0.65 at 1 nm and 0.51 at 7 nm.
- **Traps.** Suppose ideally placed midway traps each pass $10^{13}\mathrm e^{-b/2}$ electrons per second. At the 400 K sine zero, 17 of them per $\mathrm{cm^2}$ would match the model current of $5\times10^{-18}\ \mathrm{A/cm^2}$. At 10 MV/cm it would take $4\times10^8$ per $\mathrm{cm^2}$.

Thickness sets a further condition. At the two sine zeros the tunnelling path ends at 10.3 nm (300 K) and 7.7 nm (400 K), inside the 15 nm oxide. In a 6 nm tunnel oxide, neglecting the image term, the path ends inside the oxide only above 5.3 MV/cm. Both zeros lie below that field, where the barrier is cut off by the far electrode and $d$ must be recomputed.

For the thick oxide, within this model, the closed factor is adequate at 10 MV/cm between 300 and 400 K if a 3 % linearization error is acceptable. At 400 K and below about 5 MV/cm, the energy integral should replace it, or (12) as long as the field stays near the sine zero. This is a rule for computing the ideal tunnelling current; near the sine zero that current is so small that a few traps could hide it in a real oxide. Near the zero the semiclassical integral is itself about 10 % high in the thermal factor, because it omits the energy dependence of the transmission prefactor.

## Computed results

```
Inputs: barrier 3.2 eV, mass 0.42 m0, fast permittivity 2.1
Oxide thickness 15.0 nm; main field 10.0 MV/cm
At main field: y = 0.2588, t = 1.0166, v = 0.9010
b = 22.831, d = 0.08281 eV, g = 1.7922 eV^-2, chi = 0.9498
Linearized zero-temperature current 5.662e-03 A/cm2
300 K: kT = 0.02585 eV, p = 0.3122, sine factor = 1.1803
  linearized current 6.683e-03 A/cm2, full 6.486e-03 A/cm2
  loss from full exponent 2.94 %, first-order 3.16 %
400 K: kT = 0.03447 eV, p = 0.4163, sine factor = 1.3543
  linearized current 7.668e-03 A/cm2, full 7.462e-03 A/cm2
  loss from full exponent 2.68 %, first-order 2.87 %
T = 0 loss: full 3.43 %, 3 g d^2 = 3.69 %
Temperature of sine zero at main field 961 K
Silent case, 1.0 eV barrier, 5 MV/cm, 77 K: p = 0.0929
  sine factor 1.0144, loss 7.82 %
300 K: sine zero at 3.091 MV/cm, exit at 10.30 nm
  10 % loss at 3.612 MV/cm, p = 0.8566, (1-p)/(kT sqrt g) = 2.468
400 K: sine zero at 4.128 MV/cm, exit at 7.70 nm
  10 % loss at 4.930 MV/cm, p = 0.8385, (1-p)/(kT sqrt g) = 2.441
400 K sine zero: b = 58.59, g = 4.414 eV^-2, chi = 0.9737
  width scale kT sqrt(g) = 0.0724
  finite factor: formula 18.31, full 17.96; current 5.18e-18 A/cm2
400 K scan: field MV/cm, p, sine factor, full factor, cured factor
   10.0   0.4163      1.354     1.318     1.352
    7.0   0.5923      1.942     1.902     1.927
    6.0   0.6900      2.621     2.547     2.569
    5.0   0.8268      5.018     4.577     4.601
    4.5   0.9180     11.316     8.245     8.306
    4.0   1.0319    -32.397    26.752    27.584
400 K, 3.8 MV/cm: p = 1.0859, peak 0.499 eV, slope root 0.499 eV
400 K, 5.0 MV/cm: peak 0.024 eV
Wave check, 400 K, main field: slope times d 0.9799
  D/exp(-b) = 1.095; J(T)/J(0): wave 1.3486, semiclassical 1.3649
Barrier fall matching the 300-400 K current rise 0.116 meV/K
Assumed fall 0.2 meV/K over 100 K: current times 1.278
Two-band oxide, gap 9.0 eV, same edge mass: b = 20.661, d = 0.09994 eV
  its 400 K sine factor 1.2262; current times exp 2.17
Sheet charge 1e12 cm^-2: field change 0.464 MV/cm, current times 0.278
Ideal midway traps matching the current (attempt rate 1e+13 s^-1), 400 K:
  main field 4.23e+08 cm^-2, sine-zero field 1.71e+01 cm^-2
Over-barrier share at 400 K sine zero 2.29e-10
Lowest field with exit inside oxide, no image: 15 nm 2.13, 6 nm 5.33 MV/cm
```
